# From Hexagon to Triangle: Growth of a Crystal with Alternating Edges: a numerical check

```python
"""
Result under test: a 2D crystal with alternating slow and fast edges (normals
every 60 degrees, speeds v_slow and v_fast) loses its fast edges in finite time
if v_fast > 2 v_slow, keeps their length if v_fast = 2 v_slow, and tends to a
truncated triangle if v_slow <= v_fast < 2 v_slow.
If fast rows must nucleate, a corner edge of finite width remains:
  width = arcsin(s) / (kappa sqrt(1-s^2)),  s = 2 v_slow / v_fast,
  kappa = sqrt(J/(2c)), J = nucleation rate per length, c = kink speed.
Lengths in nm, times in s, energies in eV.
"""
from bisect import bisect_left
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

ROOT3 = np.sqrt(3.0)


def unit_normals(degrees):
    angle = np.radians(np.asarray(degrees, float))
    return np.column_stack([np.cos(angle), np.sin(angle)])


HEX = unit_normals(np.arange(6) * 60)       # even index slow, odd index fast
TWELVE = unit_normals(np.arange(12) * 30)   # odd index: halfway orientations


def clip(polygon, normal, distance):
    """Keep the part of a convex polygon with normal.x <= distance."""
    kept = []
    excess = polygon @ normal - distance
    for i in range(len(polygon)):
        j = (i + 1) % len(polygon)
        if excess[i] <= 0:
            kept.append(polygon[i])
        if excess[i] * excess[j] < 0:
            f = excess[i] / (excess[i] - excess[j])
            kept.append(polygon[i] + f * (polygon[j] - polygon[i]))
    return np.array(kept)


def build(normals, distances):
    size = 20 * np.max(distances)
    polygon = size * np.array([[-1., -1.], [1., -1.], [1., 1.], [-1., 1.]])
    for normal, distance in zip(normals, distances):
        polygon = clip(polygon, normal, distance)
    return polygon


def edge_lengths(polygon, normals):
    lengths = []
    for n in normals:
        height = polygon @ n
        on_edge = polygon[height > height.max() - 1e-6]
        along = on_edge @ np.array([-n[1], n[0]])
        lengths.append(along.max() - along.min())
    return np.array(lengths)


def grow(normals, seed, speeds, duration, steps=50):
    """Advance every supporting line from the current vertices, then clip."""
    polygon = build(normals, seed)
    for _ in range(steps):
        support = (polygon @ normals.T).max(axis=0)
        polygon = build(normals, support + np.array(speeds) * duration / steps)
    return edge_lengths(polygon, normals)


# ---------------- example parameters (round model values) ----------------
temperature = 1050.0        # K
v_slow, v_fast = 20.0, 60.0  # nm/s
seed_distance = 500.0       # nm
growth_time = 600.0         # s
lattice = 0.32              # nm
kink_speed = 1.0e4          # nm/s
gamma_slow, gamma_fast = 2.0, 2.5   # eV/nm, edge energies
diffusivity = 1.0e9         # nm^2/s, adsorbed precursor
coverage = 0.01             # adsorbed precursor per crystal site
ratio = v_fast / v_slow
seed = np.full(6, seed_distance)
speeds = np.array([v_slow, v_fast] * 3)

# ---------------- geometry: fast edges vanish when ratio > 2 ----------------
seed_length = edge_lengths(build(HEX, seed), HEX)[1]
t_vanish = seed_distance / (v_fast - 2 * v_slow)
t_mid = 0.6 * t_vanish
mid = grow(HEX, seed, speeds, t_mid)
h_s, h_f = seed_distance + v_slow * t_mid, seed_distance + v_fast * t_mid
assert np.allclose(mid[1::2], 2 / ROOT3 * (2 * h_s - h_f), atol=1e-5)
assert np.allclose(mid[0::2], 2 / ROOT3 * (2 * h_f - h_s), atol=1e-5)
assert grow(HEX, seed, speeds, 0.99 * t_vanish)[1] > 1.0
assert grow(HEX, seed, speeds, 1.01 * t_vanish)[1] < 1e-5
final = grow(HEX, seed, speeds, growth_time)
h_end = seed_distance + v_slow * growth_time
assert np.max(final[1::2]) < 1e-5
assert np.allclose(final[0::2], 2 * ROOT3 * h_end, rtol=1e-8)

# irregular seed: every fast edge has its own vanishing time
odd_seed = np.array([500., 520., 560., 480., 610., 600.])
odd_times = []
for i in (1, 3, 5):
    gap = odd_seed[i - 1] + odd_seed[(i + 1) % 6] - odd_seed[i]
    t_i = gap / (v_fast - 2 * v_slow)
    odd_times.append(t_i)
    assert grow(HEX, odd_seed, speeds, 0.99 * t_i)[i] > 1.0
    assert grow(HEX, odd_seed, speeds, 1.01 * t_i)[i] < 1e-5
odd_final = grow(HEX, odd_seed, speeds, growth_time)
assert np.ptp(odd_final[0::2]) < 1e-5 and odd_final[1::2].max() < 1e-5

# ratio exactly 2: constant length, vanishing fraction
equal = grow(HEX, seed, [v_slow, 2 * v_slow] * 3, growth_time)
assert np.allclose(equal[1::2], seed_length, atol=1e-4)

# ratio below 2: same limit from hexagon and from triangle
low = 1.5
low_speeds = [v_slow, low * v_slow] * 3
limit = (2 - low) / (2 * low - 1)
from_hex = grow(HEX, seed, low_speeds, growth_time)
long_hex = grow(HEX, seed, low_speeds, 1000 * growth_time)
triangle = np.array([seed_distance, 3 * seed_distance] * 3)
assert edge_lengths(build(HEX, triangle), HEX)[1] < 1e-6
opened = grow(HEX, triangle, low_speeds, growth_time)
assert np.allclose(opened[1::2], 2 / ROOT3 * (2 - low) * v_slow * growth_time,
                   atol=1e-4)
long_tri = grow(HEX, triangle, low_speeds, 1000 * growth_time)
assert abs(long_hex[1] / long_hex[0] - limit) < 1e-3
assert abs(long_tri[1] / long_tri[0] - limit) < 1e-3

# halfway orientations: present below the threshold speed, absent above it
threshold_triangle = ROOT3 * v_slow
threshold_low = (1 + low) * v_slow / ROOT3
for fast, threshold in ((v_fast, threshold_triangle),
                        (low * v_slow, threshold_low)):
    corners = build(HEX, seed)
    start = (corners @ TWELVE.T).max(axis=0)
    for factor, present in ((0.93, True), (1.07, False)):
        middle = factor * threshold
        pattern = [v_slow, middle, fast, middle] * 3
        result = grow(TWELVE, start, pattern, 10 * growth_time, steps=200)
        assert (result[1::2].min() > 1.0) == present
        assert present or result[1::2].max() < 1e-4


# ---------------- row nucleation on an edge of finite length ----------------
def relative_speed(y):
    """Mean-field speed over its long-edge value; y = kappa * length."""
    phi = brentq(lambda p: p - y * np.cos(p), 0.0, np.pi / 2)
    return np.sin(phi)


rng = np.random.default_rng(7)


def simulated_speed(y, duration):
    """Rows completed per time in units kappa = c = 1 (so J = 2), over 2.
    The number of rows is the longest chain of nucleation events in which
    each event lies inside the spreading range of the one before."""
    count = rng.poisson(2 * y * duration)
    x, t = rng.uniform(0, y, count), rng.uniform(0, duration, count)
    backward = (t - x)[np.argsort(t + x)].tolist()
    tails = []
    for value in backward:
        place = bisect_left(tails, value)
        if place == len(tails):
            tails.append(value)
        else:
            tails[place] = value
    return len(tails) / duration / 2


row_height = lattice * ROOT3 / 2
kappa = v_fast / (2 * row_height * kink_speed)
nucleation = 2 * kink_speed * kappa**2
s = 2 * v_slow / v_fast
y_res = np.arcsin(s) / np.sqrt(1 - s**2)
width_res = y_res / kappa
comparison = []
# tolerances cover the neglected kink correlations and the sampling noise
for y, duration, tolerance in ((0.3, 2e5, 0.02), (y_res, 1e5, 0.08),
                               (3.0, 4e4, 0.12), (100.0, 2e3, 0.06)):
    simulated = simulated_speed(y, duration)
    comparison.append((y, relative_speed(y), simulated))
    assert abs(simulated / relative_speed(y) - 1) < tolerance, comparison

trial = y_res * np.array([0.8, 1.0, 1.2, 1.4])
trial_speed = np.array([simulated_speed(y, 6e4) for y in trial])
assert trial_speed[0] < s < trial_speed[-1]
assert np.all(np.diff(trial_speed) > 0)
width_sim = np.interp(s, trial_speed, trial) / kappa
assert abs(width_sim / width_res - 1) < 0.15


# full growth with length-dependent speeds on both edge families
kappa_slow = v_slow / (2 * row_height * kink_speed)


def rates(_, h):
    length_f = 2 / ROOT3 * (2 * h[0] - h[1])
    length_s = 2 / ROOT3 * (2 * h[1] - h[0])
    return [v_slow * relative_speed(kappa_slow * length_s),
            v_fast * relative_speed(kappa * length_f)]


path = solve_ivp(rates, (0, growth_time), [seed_distance] * 2, rtol=1e-8,
                 atol=1e-6, max_step=5.0, t_eval=[t_vanish, 100.0, growth_time])
assert path.success
width_path = 2 / ROOT3 * (2 * path.y[0] - path.y[1])
assert abs(width_path[-1] / width_res - 1) < 0.01
side_path = 2 * ROOT3 * path.y[0, -1]

# ---------------- sizes of neglected effects ----------------
kT = constants.k * temperature / constants.e
site_area = ROOT3 / 2 * lattice**2
mu_shift = site_area * 2 / ROOT3 * (2 * gamma_slow - gamma_fast) / width_res


def edge_energy(distances):
    lengths = edge_lengths(build(HEX, distances), HEX)
    return gamma_slow * lengths[0::2].sum() + gamma_fast * lengths[1::2].sum()


# energy cost per added site when one blunt corner advances
blunt = np.array([h_end, 2 * h_end - ROOT3 / 2 * width_res] * 3)
plus, minus = blunt.copy(), blunt.copy()
plus[1] += 0.5
minus[1] -= 0.5
numeric_shift = (edge_energy(plus) - edge_energy(minus)) / width_res * site_area
assert abs(numeric_shift / mu_shift - 1) < 1e-5
depletion = v_slow * 2 * h_end / (diffusivity * coverage)
assert depletion < 1 - 2 / ratio and mu_shift < kT

# ---------------- printed numbers ----------------
print(f"temperature = {temperature:.0f} K, kT = {kT:.4f} eV")
print(f"slow, fast edge speed = {v_slow:.0f}, {v_fast:.0f} nm/s")
print(f"speed ratio = {ratio:.2f}")
print(f"seed edge distance = {seed_distance:.0f} nm")
print(f"seed edge length = {seed_length:.1f} nm")
print(f"growth time = {growth_time:.0f} s")
print(f"fast edges vanish at = {t_vanish:.2f} s")
print(f"at {t_mid:.1f} s: slow, fast distance = {h_s:.0f}, {h_f:.0f} nm")
print(f"at {t_mid:.1f} s: slow, fast length = {mid[0]:.1f}, {mid[1]:.1f} nm")
side_vanish = 2 * ROOT3 * (seed_distance + v_slow * t_vanish)
print(f"triangle side when fast edges vanish = {side_vanish:.1f} nm")
print(f"final slow-edge distance = {h_end:.0f} nm")
print(f"final triangle side = {final[0]:.0f} nm = {final[0]/1000:.2f} um")
print("irregular seed distances (nm):", *[f"{d:.0f}" for d in odd_seed])
print("irregular seed vanishing times (s):", *[f"{t:.2f}" for t in odd_times])
print(f"irregular seed final side = {odd_final[0]:.1f} nm")
print(f"ratio 2: final fast length = {equal[1]:.1f} nm")
print(f"ratio 2: final slow length = {equal[0]:.1f} nm")
print(f"ratio 2: final fast/slow length = {equal[1]/equal[0]:.5f}")
print(f"ratio {low}: fast/slow length at end = {from_hex[1]/from_hex[0]:.4f}")
print(f"ratio {low}: limiting fast/slow length = {limit:.4f}")
print(f"ratio {low}: edge opened on triangle = {opened[1]:.1f} nm")
print(f"halfway threshold, triangle = {threshold_triangle:.2f} nm/s")
print(f"halfway threshold, ratio {low} = {threshold_low:.2f} nm/s")
print(f"lattice constant = {lattice:.2f} nm, row height = {row_height:.4f} nm")
print(f"kink speed = {kink_speed:.0f} nm/s")
print(f"fast-edge nucleation rate = {nucleation:.3f} per nm per s")
print(f"1/kappa fast, slow = {1/kappa:.2f}, {1/kappa_slow:.2f} nm")
print(f"s = {s:.4f}, kappa*residual width = {y_res:.4f}")
for y, mean_field, simulated in comparison:
    print(f"kappa*L = {y:.3f}: relative speed mean-field {mean_field:.4f},"
          f" simulated {simulated:.4f}")
print(f"residual corner width, formula = {width_res:.2f} nm")
print(f"residual corner width, simulation = {width_sim:.1f} nm")
for t, width in zip(path.t, width_path):
    print(f"coupled growth: fast length at {t:.0f} s = {width:.2f} nm")
print(f"coupled growth: side of uncut triangle = {side_path:.0f} nm")
print(f"residual width / uncut side = {width_path[-1]/side_path:.5f}")
print(f"edge energies slow, fast = {gamma_slow}, {gamma_fast} eV/nm")
print(f"chemical potential shift at corner = {mu_shift:.5f} eV")
print(f"shift / kT = {mu_shift/kT:.4f}")
print(f"precursor diffusivity = {diffusivity:.1e} nm^2/s")
print(f"precursor coverage = {coverage:.3f} per site")
print(f"relative supply depletion across crystal = {depletion:.4f}")
print(f"ratio change needed to reach 2 = {1-2/ratio:.4f} (relative)")
print(f"fast edge speed / kink speed = {v_fast/kink_speed:.4f}")
print("done: every assertion held")
```

Printed output:

```
temperature = 1050 K, kT = 0.0905 eV
slow, fast edge speed = 20, 60 nm/s
speed ratio = 3.00
seed edge distance = 500 nm
seed edge length = 577.4 nm
growth time = 600 s
fast edges vanish at = 25.00 s
at 15.0 s: slow, fast distance = 800, 1400 nm
at 15.0 s: slow, fast length = 2309.4, 230.9 nm
triangle side when fast edges vanish = 3464.1 nm
final slow-edge distance = 12500 nm
final triangle side = 43301 nm = 43.30 um
irregular seed distances (nm): 500 520 560 480 610 600
irregular seed vanishing times (s): 27.00 34.50 25.50
irregular seed final side = 43497.6 nm
ratio 2: final fast length = 577.4 nm
ratio 2: final slow length = 42146.6 nm
ratio 2: final fast/slow length = 0.01370
ratio 1.5: fast/slow length at end = 0.2653
ratio 1.5: limiting fast/slow length = 0.2500
ratio 1.5: edge opened on triangle = 6928.2 nm
halfway threshold, triangle = 34.64 nm/s
halfway threshold, ratio 1.5 = 28.87 nm/s
lattice constant = 0.32 nm, row height = 0.2771 nm
kink speed = 10000 nm/s
fast-edge nucleation rate = 2.344 per nm per s
1/kappa fast, slow = 92.38, 277.13 nm
s = 0.6667, kappa*residual width = 0.9790
kappa*L = 0.300: relative speed mean-field 0.2837, simulated 0.2837
kappa*L = 0.979: relative speed mean-field 0.6667, simulated 0.6508
kappa*L = 3.000: relative speed mean-field 0.9208, simulated 0.8772
kappa*L = 100.000: relative speed mean-field 0.9999, simulated 0.9992
residual corner width, formula = 90.44 nm
residual corner width, simulation = 96.0 nm
coupled growth: fast length at 25 s = 124.32 nm
coupled growth: fast length at 100 s = 90.19 nm
coupled growth: fast length at 600 s = 90.43 nm
coupled growth: side of uncut triangle = 43222 nm
residual width / uncut side = 0.00209
edge energies slow, fast = 2.0, 2.5 eV/nm
chemical potential shift at corner = 0.00170 eV
shift / kT = 0.0188
precursor diffusivity = 1.0e+09 nm^2/s
precursor coverage = 0.010 per site
relative supply depletion across crystal = 0.0500
ratio change needed to reach 2 = 0.3333 (relative)
fast edge speed / kink speed = 0.0060
done: every assertion held
```
